# Why Matthiessen's rule is exact for alloy plus equipartition acoustic-phonon scattering

**Why do the inverse mobilities of alloy scattering and acoustic-phonon scattering add exactly in a simple band, even when the carriers are nondegenerate and spread over many energies?**

Scattering rates add at each energy. A mobility, however, contains an average of the relaxation time \(\tau(E)\), the inverse of the rate, and the inverse of the averaged combined time is in general not the sum of the inverses of the separately averaged times. The two mechanisms here escape this difficulty because each scatters a carrier with equal strength into every state of its own energy, and this strength is the same at all energies. Both rates then follow the density of states, and their ratio is the same for slow and fast carriers. Adding phonons to the alloy shortens every relaxation time by one common factor, which passes through the average unchanged.

This holds in a definite model: one isotropic parabolic band of mass \(m\), a weak electric field, Born scattering, a random alloy without correlations between sites, and acoustic phonons treated as elastic and in equipartition. The three mobilities compared belong to the same temperature and carrier density.

**The density of states.** Per spin and volume, the number of states in a shell of wave numbers is \(4\pi k^2dk/(2\pi)^3\). With \(E=\hbar^2k^2/2m\), so that \(dk/dE=m/(\hbar^2k)\),

\[
g(E)=\frac{k^2}{2\pi^2}\frac{dk}{dE}=\frac{mk}{2\pi^2\hbar^2}
=\frac{(2m)^{3/2}E^{1/2}}{4\pi^2\hbar^3}.
\]

**The alloy rate.** Let \(c_j=1\) with probability \(x\) if site \(j\) holds the first species, and \(c_j=0\) otherwise. The two species differ by a potential \(\Delta U\), averaged over the volume \(\Omega_0\) of one substitutional site. The mean potential only shifts the band; the fluctuation \(\Delta U(c_j-x)\) scatters. For a wave-vector change \(\mathbf q\) with \(q\Omega_0^{1/3}\ll1\), the phase is constant across a cell, and plane waves normalized in a volume \(V\) give

\[
M=\frac{\Omega_0\Delta U}{V}\sum_j(c_j-x)e^{-i\mathbf q\cdot\mathbf R_j}.
\]

In \(\langle|M|^2\rangle\) the cross terms vanish, since different sites are independent. Each of the \(V/\Omega_0\) diagonal terms contributes the variance \(x(1-x)^2+(1-x)x^2=x(1-x)\). Therefore

\[
\langle|M|^2\rangle=\frac{\Omega_0^2\Delta U^2}{V^2}\,\frac{V}{\Omega_0}\,x(1-x)
=\frac{x(1-x)\Delta U^2\Omega_0}{V}.
\]

No \(q\) is left. As a test of the site sum, 60 random alloys of \(24^3\) sites were Fourier transformed: the mean square was 1.009 times this formula at small \(q\) and 1.001 times at large \(q\).

Spin is conserved, so the golden rule multiplies by \(2\pi/\hbar\) and by the \(Vg(E)\) final states:

\[
\frac1{\tau_{\rm al}}=C_{\rm al}\,g(E),\qquad
C_{\rm al}=\frac{2\pi}{\hbar}x(1-x)\Delta U^2\Omega_0 .
\]

**The phonon rate.** A longitudinal phonon of frequency \(\omega=sq\) shifts the band edge by the deformation potential \(D\) times the strain. The squared strain brings \(q^2\), and the squared displacement amplitude brings \(\hbar/(2\rho V\omega)\), with \(\rho\) the mass density. Hence

\[
|M|^2=\frac{D^2\hbar q}{2\rho sV}\times
\begin{cases}N&\text{absorption}\\N+1&\text{emission.}\end{cases}
\]

Short waves strain the crystal more per quantum, but fewer of them are excited. In equipartition, \(\hbar sq\ll kT\), both occupation factors become \(kT/(\hbar sq)\), and the powers of \(q\) cancel. Each process gives \(D^2kT/(2\rho s^2V)\). With the elastic constant \(c_l=\rho s^2\), and with the phonon energy neglected in the final state, the two add to

\[
\frac1{\tau_{\rm ac}}=C_{\rm ac}\,g(E),\qquad
C_{\rm ac}=\frac{2\pi}{\hbar}\frac{D^2kT}{c_l}.
\]

**From rates to mobility.** For elastic scattering the Pauli factors cancel: \(f'(1-f)-f(1-f')=f'-f\). This is why degeneracy does not alter the collision term. Under a force \(F\) along \(z\), the disturbance \(f_1\) of the equilibrium distribution \(f_0\) is proportional to the cosine of the angle to \(z\). Scattering that is equally strong in all directions returns carriers with a mean cosine of zero, so the total rate is also the momentum relaxation rate. The linearized Boltzmann equation is then

\[
Fv_z\frac{\partial f_0}{\partial E}=-\frac{f_1}{\tau}
\quad\Rightarrow\quad
f_1=F v_z\,\tau\left(-\frac{\partial f_0}{\partial E}\right).
\]

The drift velocity is the sum of \(v_zf_1\) divided by the number of carriers. Using the directional average \(\langle v_z^2\rangle=2E/3m\) and \(g\propto E^{1/2}\),

\[
v_d=\frac{2F}{3m}\,
\frac{\int\tau E^{3/2}(-f_0')\,dE}{\int E^{1/2}f_0\,dE}.
\]

Integration by parts turns the denominator into \(\tfrac23\int E^{3/2}(-f_0')\,dE\), so the factors \(\tfrac23\) cancel. With \(|F|\) equal to \(e\) times the field,

\[
\mu=\frac em\langle\!\langle\tau\rangle\!\rangle,\qquad
\langle\!\langle\tau\rangle\!\rangle=
\frac{\int\tau E^{3/2}(-f_0')\,dE}{\int E^{3/2}(-f_0')\,dE}.
\]

**The cancellation.** Alloy scattering leaves the phonon numbers unchanged and phonon scattering alters one of them. The final states differ, the amplitudes do not interfere, and the rates add to \((C_{\rm al}+C_{\rm ac})g\). The constants come out of the average:

\[
\frac1\mu=\frac{m}{e}\,
\frac{C_{\rm al}+C_{\rm ac}}{\langle\!\langle1/g\rangle\!\rangle}
=\frac1{\mu_{\rm al}}+\frac1{\mu_{\rm ac}} .
\]

The spread of carrier energies is still present in \(\langle\!\langle1/g\rangle\!\rangle\), but this is one number, common to all three mobilities. It depends on temperature and chemical potential, which is why these must be the same in the comparison.

The average itself can be evaluated. Set \(\eta\) equal to the chemical potential divided by \(kT\), and \(F_j(\eta)=\int_0^\infty y^j\,dy/(1+e^{y-\eta})\). For \(\tau\propto E^{-1/2}\) the numerator contains \(\int y(-f_0')\,dy=F_0\), and the denominator is \(\tfrac32F_{1/2}\). Thus

\[
\frac{\langle\!\langle\tau\rangle\!\rangle}{\tau(kT)}=
\frac{F_0(\eta)}{\tfrac32F_{1/2}(\eta)}
\;\longrightarrow\;\frac{1}{\tfrac32\cdot\tfrac{\sqrt\pi}{2}}
=\frac4{3\sqrt\pi}=0.752
\]

for nondegenerate carriers, where \(F_j\to e^\eta\,\Gamma(j+1)\).

**Why elastic scattering alone is not enough.** Take any two mechanisms with relaxation times \(\tau_1(E)\) and \(\tau_2(E)\), and constants \(a+b=1\). Multiplying out and using \(1=(a+b)^2\) gives

\[
a^2\tau_1+b^2\tau_2-\frac{\tau_1\tau_2}{\tau_1+\tau_2}
=\frac{(a\tau_1-b\tau_2)^2}{\tau_1+\tau_2}\ge0 .
\]

The fraction on the left is the combined relaxation time \(\tau\). Write \(T_i=\langle\!\langle\tau_i\rangle\!\rangle\) and average: \(\langle\!\langle\tau\rangle\!\rangle\le a^2T_1+b^2T_2\). The best choice, \(a=T_2/(T_1+T_2)\), makes the right side \(T_1T_2/(T_1+T_2)\), so that

\[
\frac1\mu\ge\frac1{\mu_1}+\frac1{\mu_2}.
\]

Equality requires \(a\tau_1=b\tau_2\) at every energy where \(-f_0'\) has weight, that is, a constant ratio \(\tau_1/\tau_2\). Otherwise the balance between the two mechanisms shifts with energy, and the rule overestimates the mobility.

A strongly degenerate gas hides this. Its weight \(-f_0'\) is narrow compared with the Fermi energy, so any smooth pair of times has nearly one ratio. Consider \(\tau_1\propto E^{-1/2}\) and \(\tau_2\propto E^{3/2}\), scaled to equal separate mobilities, \(T_1=T_2=T\). With \(a=b=\tfrac12\), the averaged identity reads

\[
\frac T2-\langle\!\langle\tau\rangle\!\rangle=
\frac14\left\langle\!\!\left\langle
\frac{(\tau_1-\tau_2)^2}{\tau_1+\tau_2}\right\rangle\!\!\right\rangle .
\]

Near the Fermi energy \((\tau_2-\tau_1)/T\approx2(y-\eta)/\eta\), with \(y=E/kT\), and \(\langle(y-\eta)^2\rangle=\pi^2/3\). The right side is therefore about \(\tfrac{T}{8}\cdot\tfrac{4}{\eta^2}\cdot\tfrac{\pi^2}{3}\). Relative to \(T/2\), the excess of \(1/\mu\) over the rule is, to leading order, \(\pi^2/(3\eta^2)\), or 0.21 % at \(\eta=40\). Direct integration gives 0.20 %. At \(\eta=-5\) the same pair exceeds the rule by 42 %. Nondegenerate carriers are thus the demanding case, and there the constant ratio is what saves the rule for alloy and acoustic scattering.

**Numbers for an alloy with one valley.** The conduction band of In\(_{0.53}\)Ga\(_{0.47}\)As has a single, nearly isotropic lowest valley. Rough typical parameters are \(m=0.04\,m_e\), lattice constant 0.59 nm, \(\Delta U=0.5\) eV, \(D=7\) eV and \(c_l=120\) GPa \(=749\) eV/nm³. The cation sites number four per cubic cell, so \(\Omega_0=0.0513\) nm³. At 50 K, \(kT=4.31\) meV, and

\[
\frac{C_{\rm al}}{C_{\rm ac}}=\frac{x(1-x)\Delta U^2\Omega_0c_l}{D^2kT}
=\frac{0.249\times0.25\times0.0513\times749}{49\times0.00431}\approx11.3 .
\]

At \(E=kT\) the rates are 54.6 and 4.81 per ns; at \(4kT\) both are twice as large, and the ratio is unchanged.

For \(10^{14}\) electrons per cm³, \(\eta=-4.9\). The alloy time at \(kT\) is \(1/54.6\) ns \(=18.3\) ps, and its average is \(0.752\times18.3=13.8\) ps. Multiplication by \(e/m=4.40\times10^{12}\) C/kg gives 60.6 m²/Vs, or \(6.06\times10^5\) cm²/Vs; the slight degeneracy at this \(\eta\) lowers it to \(6.05\times10^5\) cm²/Vs. The acoustic mobility is \(6.87\times10^6\) cm²/Vs. The rule gives

\[
\frac1\mu=(1.652+0.146)\times10^{-6}\ \text{Vs/cm}^2,\qquad
\mu=5.56\times10^5\ \text{cm}^2/\text{Vs},
\]

and averaging the combined time directly gives the same value.

Two other cases vary the conditions. At \(10^{17}\) cm⁻³ and 50 K the gas is degenerate, \(\eta=4.4\). With the couplings kept unscreened, the separate mobilities become \(3.62\times10^5\) and \(4.11\times10^6\) cm²/Vs, and both routes give \(3.33\times10^5\). At 300 K and \(10^{14}\) cm⁻³ the mechanisms are comparable, \(2.47\times10^5\) and \(4.68\times10^5\), and both routes give \(1.62\times10^5\).

**How good the phonon assumptions are.** The phonon energy for backscattering at \(E=kT\), with \(q=2k\), is \(4s/v_{\rm th}\) in units of \(kT\), with \(v_{\rm th}=\sqrt{2kT/m}\). This is 0.10 at 50 K and 0.68 at 1 K; absorption reaches \(q=2k+2ms/\hbar\), which raises the 1 K value to 0.79. The nondegenerate Boltzmann equation was also solved with phonon energies, Bose occupations and in-scattering retained, the alloy and phonon strengths being set equal. At 50 K the acoustic mobility rises by 0.15 %, while \(1/\mu\) exceeds the rule by less than \(10^{-6}\) of its value. At 1 K the figures are 8 % and \(5\times10^{-4}\). The rule suffers much less than the mobility itself, as the squared difference in the identity suggests, although that identity was derived for elastic scattering.

**The real material.** The 50 K mobility above is not a prediction for a real layer, because other mechanisms are strong. Added alone to the model, \(10^{14}\) cm⁻³ ionized impurities lower the combined mobility by 43 %, and \(10^{15}\) cm⁻³, with equally many electrons, by 74 %. These are Born values; at \(E=kT\) the wave number is only about 1.25 per effective Bohr radius, and a partial-wave treatment of the same screened potential lowers the first figure by about 1.5 points. Piezoelectric phonons take 12 %, and polar optical phonons about 5 %, the latter estimated from their out-scattering rate. Impurities and piezoelectric phonons couple more weakly at larger \(q\), and a fast carrier needs a larger \(q\) for the same deflection, so their rates do not follow \(g(E)\); polar optical phonons are strongly inelastic. With all five mechanisms at \(10^{14}\) cm⁻³ the mobility is \(2.9\times10^5\) cm²/Vs, and Matthiessen's rule gives \(3.8\times10^5\), which is 31 % too high. These figures are not a prediction either, since they depend on the uncertain \(\Delta U\): the widely used Harrison–Hauser form of the alloy rate is \(3\pi^2/16=1.85\) times larger for the same \(\Delta U\) and \(\Omega_0\), and with it the mobility is \(2.0\times10^5\) cm²/Vs and the rule is 26 % too high. At 300 K the same out-scattering estimate gives a loss of about 94 %. This overstates the loss, because polar optical scattering favours small angles and each event is counted as if it destroyed all the forward momentum. With in-scattering retained the loss is about 90 %, and the mobility left is \(1.6\times10^4\) cm²/Vs, the rough size of measured room-temperature values.

The remaining corrections at 50 K and \(10^{14}\) cm⁻³ are small: \(kT\) is 0.5 % of the gap, so that a Kane-type nonparabolicity lowers the mobility by about 5 % (by about 10 % at \(10^{17}\) cm⁻³ and 25 % at 300 K; with constant couplings both rates still follow the density of states, and the rule survives), and \(q\Omega_0^{1/3}\) reaches 0.05 at \(E=kT\). The weak-field condition is strict in the model, however. The low-field mobility would bring the drift speed up to the sound speed at 0.8 V/cm, but the model's carriers heat well below that field: alloy scattering removes no energy, and acoustic phonons carry away little in each collision. In a real layer polar optical phonons cool the carriers as well. The other input values are listed in the numerical output.

## Values computed for the example and the checks

```
INPUTS (rough values, In0.53Ga0.47As)
mass 0.040 m_e; lattice constant 0.59 nm
In fraction 0.53; alloy step 0.50 eV
deformation potential 7.0 eV; c_l 120 GPa
mass density 5.50 g/cm3; sound speed 4.67 km/s
site volume 0.0513 nm3; kT at 50 K 4.309 meV
c_t 50 GPa; piezo constant 0.10 C/m2
eps static 14.0, high-frequency 11.6
optical phonon 32 meV; gap 0.8 eV
MICROSCOPIC CHECKS
box states counted/predicted 0.99890
alloy |M|^2 / formula: small q 1.009, large q 1.001
full/equipartition phonon rate at E=kT 0.99866
RATES at 50 K (1/ns): E/kT, alloy, acoustic, ratio
  0.5  38.60  3.403  11.343
  1.0  54.59  4.813  11.343
  4.0  109.19  9.626  11.343
nondegenerate factor 4/(3 sqrt(pi)) 0.7523
MOBILITIES (cm2/Vs): alloy, acoustic, combined, rule
n = 1e+14 cm^-3, T = 50 K, eta = -4.91
  6.0523e+05 6.8653e+06 5.5620e+05 5.5620e+05
n = 1e+17 cm^-3, T = 50 K, eta = 4.36
  3.6198e+05 4.1061e+06 3.3266e+05 3.3266e+05
n = 1e+14 cm^-3, T = 300 K, eta = -7.60
  2.4733e+05 4.6759e+05 1.6177e+05 1.6177e+05
CONTRAST: tau ~ E^-1/2 with E^3/2, equal mobilities
excess of 1/mu over rule, eta=-5: 41.8 %
excess of 1/mu over rule, eta=40: 0.204 %
INELASTIC PHONONS, alloy and phonon strengths set equal
50 K: sound/thermal speed 0.0240, excess of 1/mu 2.0e-07
  acoustic mobility inelastic/elastic 1.00147
1 K: sound/thermal speed 0.1697, excess of 1/mu 4.7e-04
  acoustic mobility inelastic/elastic 1.07828
NEGLECTED: loss of combined mobility if added alone
impurities 1e14 cm^-3, 50 K: 42.8 %
impurities 1e15 cm^-3, 50 K: 74.4 %
piezoelectric phonons, 50 K: 12.4 %
polar optical (estimate), 50 K: 5.2 %
polar optical (estimate), 300 K: 94.4 %
all five, 1e14 cm^-3, 50 K: true 2.928e+05 cm2/Vs
  rule 3.833e+05 cm2/Vs, too high by 30.9 %
nonparabolicity kT/gap 0.54 %
Born: scattering length / cell size 0.0058
largest q at E=kT times cell size 0.0500
screening (q_D/2k)^2 at E=kT 0.00166
field where drift speed = sound speed 0.84 V/cm
```
